# Honeycomb density of states in complete elliptic integrals

## The physical situation

An electron hops between nearest-neighbour sites of a honeycomb lattice with one orbital per site. Its two bands touch at zero energy at isolated points of the zone, from which they rise and fall linearly, so in two dimensions the density of states vanishes there, and they have saddle points at $E=\pm t$, where it diverges. A Brillouin-zone sum on a finite grid gives a set of spikes and resolves neither feature sharply, so a closed form is wanted. For this model the zone integral can be done in terms of one complete elliptic integral, the Hobson-Nierenberg formula, from which the slope at $E=0$ and the logarithms at $\pm t$ follow.

## Model and conventions

The electrons are independent, the orbitals orthonormal, the on-site energies zero, and every bond of length $d$ carries the hopping $-t$ with $t>0$. Hartree atomic units are used, so $\hbar=1$. An A site has B neighbours at $\boldsymbol\delta_0=d(0,1)$ and $\boldsymbol\delta_{1,2}=d(\pm\sqrt3/2,-1/2)$. The differences $\mathbf a_{1,2}=\boldsymbol\delta_{1,2}-\boldsymbol\delta_0=d(\pm\sqrt3/2,-3/2)$ are primitive vectors, and the cell area is $A_c=|\mathbf a_1\times\mathbf a_2|=3\sqrt3\,d^2/2$. If the B site at $\boldsymbol\delta_0$ is assigned to the same cell as the A site, the three neighbours lie in the cells $0,\mathbf a_1,\mathbf a_2$. With $\theta_j=\mathbf k\cdot\mathbf a_j$ the Bloch matrix is

$$H(\mathbf k)=-t\begin{pmatrix}0&f\\ f^*&0\end{pmatrix},\qquad f=1+e^{i\theta_1}+e^{i\theta_2}.$$

Its square is $t^2|f|^2$ times the unit matrix and its trace is zero, so $E_\pm=\pm t|f|$. Multiplying $f$ by $f^*$ gives

$$|f|^2=3+u,\qquad u=2[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)].$$

The map from $\mathbf k$ to $(\theta_1,\theta_2)$ is linear and takes the zone onto the torus $[0,2\pi)^2$, so the zone average $\langle\cdot\rangle$ is the uniform average over both angles. The density of states per cell and per spin is $\rho(E)=\langle\delta(E-t|f|)\rangle+\langle\delta(E+t|f|)\rangle$. It is even in $E$ and integrates to 2. We write $x=|E|/t$ and $s=x^2$, and take $K$ as a function of the parameter $m$, the square of the modulus:

$$K(m)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}}.$$

## The triangular lattice inside $H^2$

Two hops lead from an A site back to itself in three ways, or to one of the six A sites at $\pm\mathbf a_1,\pm\mathbf a_2,\pm(\mathbf a_1-\mathbf a_2)$ in one way each. The A sites form a triangular lattice with adjacency matrix $T$, and on them $H^2=t^2(3+T)$. The Bloch eigenvalue of $T$ is the sum of the six phase factors, which is $u$.

For $E>0$ the upper band alone contributes. The function $E^2-t^2|f|^2$ has slope $2E$ in $E$ at its positive zero, so $\delta(E-t|f|)=2E\,\delta(E^2-t^2|f|^2)=(2x/t)\,\delta(s-|f|^2)$. Therefore

$$\rho(E)=\frac{2x}{t}\,G(x^2),\qquad G(s)=\langle\delta(s-|f|^2)\rangle .$$

A triangular lattice with hopping $-t'$ has the band $\varepsilon=-t'u=t'(3-|f|^2)$, and $\delta(\varepsilon-3t'+t'|f|^2)=\delta(s-|f|^2)/t'$ at $s=3-\varepsilon/t'$. Its density of states per site and spin is

$$\rho_\triangle(\varepsilon)=\frac1{t'}\,G\!\left(3-\frac{\varepsilon}{t'}\right).$$

One function $G$ serves both lattices. The values $s=0,1,9$ correspond to $|E|=0,t,3t$ and, for $t'>0$, to $\varepsilon=3t',2t',-6t'$. The touching point of the honeycomb bands is the top edge of the triangular band, and the factor $2x$ turns the step found there into a linear zero.

## Reduction to one integral

Put $\theta_1=\alpha+\beta$ and $\theta_2=\alpha-\beta$. This map of tori has constant Jacobian, and each point has the two preimages $(\alpha,\beta)$ and $(\alpha+\pi,\beta+\pi)$, so a uniform average over $\alpha,\beta\in[0,2\pi)$ equals the zone average. Since $e^{i\theta_1}+e^{i\theta_2}=2\cos\beta\,e^{i\alpha}$,

$$|f|^2=1+4\cos^2\beta+4\cos\beta\cos\alpha .$$

At fixed $\beta$ this has the form $A+B\cos\alpha$, with $A=1+w$, $B^2=4w$ and $w=4\cos^2\beta$. The equation $s=A+B\cos\alpha$ has two roots when $|s-A|<|B|$, each with slope $|B\sin\alpha|=\sqrt{B^2-(s-A)^2}$. The $\alpha$ average is thus $(2/2\pi)/\sqrt{4w-(s-1-w)^2}$. The radicand equals $-w^2+2(s+1)w-(s-1)^2$. Its roots have sum $2(x^2+1)$ and product $(x^2-1)^2$, so they are $(1\pm x)^2$, and

$$4w-(s-1-w)^2=[w-(1-x)^2]\,[(1+x)^2-w].$$

For the $\beta$ average, $w=2+2\cos2\beta$ takes each value in $(0,4)$ four times on $[0,2\pi)$, with $|dw/d\beta|=4|\sin2\beta|=2\sqrt{4-(w-2)^2}=2\sqrt{w(4-w)}$. The weight is $(4/2\pi)\,dw/[2\sqrt{w(4-w)}]=dw/[\pi\sqrt{w(4-w)}]$. Together,

$$G=\frac1{\pi^2}\int\frac{dw}{\sqrt{w\,(4-w)\,[w-(1-x)^2]\,[(1+x)^2-w]}},$$

taken where both radicands are positive, from $(1-x)^2$ to the smaller of $4$ and $(1+x)^2$. The range is empty when $(1-x)^2>4$, so $\rho=0$ for $x>3$.

## The elliptic integral

Name the four roots $a>b>c>0$, with $c=(1-x)^2$, and let $Q=(a-w)(b-w)(w-c)w$. The integral runs from $c$ to $b$. A ratio of linear functions of $w$ can send $c\to0$, $b\to1$ and $0\to\infty$, which brings the quartic to the standard form:

$$y=\sin^2\varphi=\frac{b\,(w-c)}{(b-c)\,w},\qquad m=\frac{a\,(b-c)}{b\,(a-c)} .$$

Putting each expression over a common denominator,

$$1-y=\frac{c\,(b-w)}{(b-c)\,w},\qquad 1-my=1-\frac{a(w-c)}{(a-c)w}=\frac{c\,(a-w)}{(a-c)\,w},\qquad y'=\frac{bc}{(b-c)\,w^2}.$$

The derivative is positive, so $\varphi$ rises from $0$ to $\pi/2$. From these,

$$\frac{y'^2}{y(1-y)(1-my)}=\frac{b^2c^2}{(b-c)^2w^4}\cdot\frac{(b-c)^2(a-c)\,w^3}{b\,c^2(w-c)(b-w)(a-w)}=\frac{b(a-c)}{Q}.$$

Because $dy=2\sqrt{y(1-y)}\,d\varphi$, the square root of this identity reads $2\,d\varphi/\sqrt{1-m\sin^2\varphi}=\sqrt{b(a-c)}\,dw/\sqrt Q$, and

$$\int_c^b\frac{dw}{\sqrt Q}=\frac{2K(m)}{\sqrt{b(a-c)}} .$$

Two combinations occur. One is $(1+x)^2-(1-x)^2=4x$. The other is $4-(1-x)^2=(1+x)(3-x)$, which suggests the definition

$$F(x)=\tfrac14(1+x)^3(3-x)=(1+x)^2-\tfrac14(x^2-1)^2,$$

where the second form is $(1+x)^2[4-(1-x)^2]/4$ multiplied out. For $x<1$, $a=4$ and $b=(1+x)^2$, so $b(a-c)=4F$ and $a(b-c)=16x$. For $1<x<3$ the two upper roots change places, $a=(1+x)^2$ and $b=4$, so $b(a-c)=16x$ and $a(b-c)=4F$. With $4Z_0=b(a-c)$ and $4Z_1=a(b-c)$,

$$\rho(E)=\frac{2x}{\pi^2t}\,\frac{K(Z_1/Z_0)}{\sqrt{Z_0}},\qquad (Z_0,Z_1)=\begin{cases}(F,\,4x)&0<x<1\\(4x,\,F)&1<x<3,\end{cases}$$

and $G=K/(\pi^2\sqrt{Z_0})$. Counting both spins doubles the prefactor.

The distance of $m$ from 1 factorises. Expanding, $4F=3+8x+6x^2-x^4$, so $4F-16x=3-8x+6x^2-x^4=4F(-x)$, that is

$$F-4x=F(-x)=\tfrac14(1-x)^3(3+x),\qquad 1-m=\frac{|1-x|^3(3+x)}{4Z_0}.$$

The second relation holds on both sides of $x=1$, since $Z_0-Z_1=|F-4x|$. For $0\le x\le3$ the parameter reaches 1 at $x=1$ and nowhere else.

## The linear term at $E=0$

At $x=0$, $m=0$, $K=\pi/2$ and $Z_0=3/4$, so $G(0)=1/(\sqrt3\pi)$ and $\rho\to2x/(\sqrt3\pi t)$.

The formula contains $x$ and not merely $x^2$, so odd powers of $x$ in $G$ must be excluded by an argument. Replace $\varphi$ by $\pi/2-\varphi$ in $K$ and use $1-m\cos^2\varphi=(1-m)\,[1-\frac{m}{m-1}\sin^2\varphi]$. This gives $K(m)=K\!\left(\frac{m}{m-1}\right)/\sqrt{1-m}$. Under $x\to-x$, $F$ becomes $F-4x=F(1-m)$ and $m=4x/F$ becomes $-4x/[F(1-m)]=m/(m-1)$. Hence

$$\frac{K(m/(m-1))}{\sqrt{F(1-m)}}=\frac{K(m)}{\sqrt F},$$

so $K/\sqrt F$, which is analytic at $x=0$, is even, and $G$ is a power series in $s$.

For the coefficients write $F=\frac34(1+e)$ with $e=\frac83x+2x^2-\frac13x^4$, so that $m=\frac{16x}{3}(1+e)^{-1}$. Expanding the integrand of $K$ binomially and using $\int_0^{\pi/2}\sin^{2n}\varphi\,d\varphi=\frac\pi2\binom{2n}{n}4^{-n}$ gives $K=\frac\pi2\sum\kappa_nm^n$ with $\kappa_n=[\binom{2n}{n}4^{-n}]^2=1,\frac14,\frac9{64},\frac{25}{256},\frac{1225}{16384},\dots$ Then

$$\frac{G}{G(0)}=\sum_n c_n\,x^n(1+e)^{-n-1/2},\qquad c_n=\kappa_n\left(\tfrac{16}{3}\right)^n=1,\ \tfrac43,\ 4,\ \tfrac{400}{27},\ \tfrac{4900}{81},\dots$$

The powers of $e$ needed are $e^2=\frac{64}9x^2+\frac{32}3x^3+4x^4$, $e^3=\frac{512}{27}x^3+\frac{128}3x^4$ and $e^4=\frac{4096}{81}x^4$, each through $x^4$. At order $x$ the terms are $-\frac12\cdot\frac83+\frac43=0$. At order $x^2$, $n=0$ gives $-\frac12\cdot2+\frac38\cdot\frac{64}9=\frac53$, $n=1$ gives $\frac43(-\frac32\cdot\frac83)=-\frac{16}3$, and $n=2$ gives $4$; the sum is $\frac13$. At order $x^4$:

- $n=0$: $\frac12\cdot\frac13+\frac38\cdot4-\frac5{16}\cdot\frac{128}3+\frac{35}{128}\cdot\frac{4096}{81}=\frac{175}{81}$
- $n=1$: $\frac43\left(\frac{15}8\cdot\frac{32}3-\frac{35}{16}\cdot\frac{512}{27}\right)=-\frac{2320}{81}$
- $n=2$: $4\left(-\frac52\cdot2+\frac{35}8\cdot\frac{64}9\right)=\frac{8460}{81}$
- $n=3$: $\frac{400}{27}\left(-\frac72\cdot\frac83\right)=-\frac{11200}{81}$
- $n=4$: $\frac{4900}{81}$

These add to $\frac{15}{81}=\frac5{27}$, so

$$\rho(E)=\frac{2x}{\sqrt3\pi t}\left(1+\frac{x^2}3+\frac{5x^4}{27}+\dots\right).$$

The series cannot converge beyond $x=1$, where $G$ diverges.

The leading term comes from the Dirac cones. Three unit vectors add to zero when they are $120^\circ$ apart, which gives the two zeros of $f$ at $(\theta_1,\theta_2)=\pm(2\pi/3,-2\pi/3)$, the points K and K′. At K all three cosines in $u$ equal $-\frac12$. In an expansion in the deviations $p_1,p_2$ from K, the linear terms cancel because $|f|^2\ge0$ has a minimum there, and the quadratic terms give $|f|^2\approx\frac12[p_1^2+p_2^2+(p_1-p_2)^2]=p_1^2+p_2^2-p_1p_2$. Inserting $p_j=\mathbf q\cdot\mathbf a_j$ gives $p_1^2+p_2^2=d^2(\frac32q_x^2+\frac92q_y^2)$ and $p_1p_2=d^2(\frac94q_y^2-\frac34q_x^2)$, so $|f|^2\approx\frac94d^2q^2$ and $|E|=vq$ with $v=3td/2$. Two cones hold $2A_c\,\pi q^2/(2\pi)^2$ states per cell inside radius $q=|E|/v$, and the derivative with respect to $|E|$ is $A_c|E|/(\pi v^2)=2|E|/(\sqrt3\pi t^2)$. The bond length cancels and the slope agrees.

## The elliptic integral near $m=1$

Let $k'=\sqrt{1-m}$. After $\varphi\to\pi/2-\varphi$ the radicand is $\sin^2\varphi+k'^2\cos^2\varphi$, and $\tau=\tan\varphi$ gives

$$K=\int_0^\infty\frac{d\tau}{\sqrt{(1+\tau^2)(\tau^2+k'^2)}} .$$

Under $\tau=k'/\sigma$ the radicand becomes $k'^2(\sigma^2+k'^2)(1+\sigma^2)/\sigma^4$ and $|d\tau|=k'd\sigma/\sigma^2$, so the integrand keeps its form while $(\sqrt{k'},\infty)$ is mapped onto $(0,\sqrt{k'})$. Thus $K$ is twice the integral up to $\sqrt{k'}$, where $\tau$ is small and $(1+\tau^2)^{-1/2}=1-\tau^2/2+R$ with $0\le R\le3\tau^4/8$. With $\Lambda=\ln(4/k')$ and $\operatorname{arsinh}z=\ln2z+1/(4z^2)+O(z^{-4})$, the first term gives

$$2\operatorname{arsinh}(k'^{-1/2})=\Lambda+\tfrac12k'+O(k'^2).$$

The second uses the antiderivative $\int\tau^2(\tau^2+k'^2)^{-1/2}d\tau=\frac12\tau\sqrt{\tau^2+k'^2}-\frac12k'^2\operatorname{arsinh}(\tau/k')$ and gives

$$-\tfrac12k'\sqrt{1+k'}+\tfrac12k'^2\operatorname{arsinh}(k'^{-1/2})=-\tfrac12k'+\tfrac14k'^2\Lambda+O(k'^2).$$

The remainder is at most $\frac34\int_0^{\sqrt{k'}}\tau^3d\tau=O(k'^2)$. The terms linear in $k'$ cancel, and $K=\Lambda+O(k'^2\Lambda)$.

## The logarithms at $E=\pm t$

Let $\eta=x-1$, so $3+x=4+\eta$. For $\eta>0$, $Z_0=4x$, the prefactor is $2x/\sqrt{4x}=\sqrt x$, and

$$\Lambda=\tfrac12\ln\frac{16}{1-m}=\tfrac12\ln\frac{256\,x}{|\eta|^3(4+\eta)}=\tfrac32\ln\frac4{|\eta|}+\tfrac12\ln\frac{x}{1+\eta/4}.$$

For $\eta<0$, $Z_0=F=4x+|\eta|^3(4+\eta)/4$ differs from $4x$ by a relative amount of order $|\eta|^3$, which changes the prefactor and $\Lambda$ at that order. Since $k'^2\approx|\eta|^3/4$, the neglected part of $K$ is of order $|\eta|^3\ln|\eta|$. On both sides, therefore,

$$\pi^2t\,\rho=\sqrt x\left[\tfrac32\ln\frac4{|\eta|}+\tfrac12\ln\frac{x}{1+\eta/4}\right]+O(\eta^3\ln|\eta|),$$

which we call the improved form. With $\sqrt x\approx1+\eta/2$ and $\frac12(\eta-\eta/4)=\frac38\eta$,

$$\rho=\frac3{2\pi^2t}\ln\frac4{|1-x|}+\frac{\eta}{\pi^2t}\left[\tfrac34\ln\frac4{|\eta|}+\tfrac38\right]+O(\eta^2\ln|\eta|).$$

The constant under the logarithm is the same above and below, so no step accompanies the divergence. The first correction is odd in $\eta$: to this order the leading logarithm lies above $\rho$ for $x<1$ and below it for $x>1$. As $\rho$ is even in $E$, the same holds at $E=-t$. For the triangular lattice, $G=t\rho/2x$ and $|\eta|\approx|s-1|/2=|\varepsilon-2t'|/2t'$, so to leading order $\rho_\triangle\approx\frac3{4\pi^2t'}\ln\frac{8t'}{|\varepsilon-2t'|}$.

The coefficient has a local origin. From $|f|^2-1=4\cos\beta(\cos\beta+\cos\alpha)$ and the sum-to-product rule,

$$|f|^2-1=8\cos\frac{\theta_1}2\cos\frac{\theta_2}2\cos\frac{\theta_1-\theta_2}2 .$$

The contour $|E|=t$ consists of the straight lines $\theta_1=\pi$, $\theta_2=\pi$ and $\theta_1-\theta_2=\pi$, modulo $2\pi$. They cross in pairs at the three M points $(\pi,0),(0,\pi),(\pi,\pi)$. These are equivalent, because $u$ is symmetric in the three angles $\theta_1,-\theta_2,\theta_2-\theta_1$, whose permutations are maps of unit Jacobian. Near $(\pi,0)$, with deviations $p_1,p_2$, the first cosine is $-p_1/2$ and the third $-(p_1-p_2)/2$, so $|f|^2-1\approx2p_1(p_1-p_2)$, a saddle whose Hessian has determinant $4\cdot0-(-2)^2=-4$. Put $U=2p_1$, $V=p_1-p_2$, with $dp_1dp_2=dU\,dV/2$, and $\sigma=s-1$. Inside a box $|U|,|V|<C$,

$$\tfrac12\int dU\,dV\,\delta(\sigma-UV)=\tfrac12\cdot2\int_{|\sigma|/C}^{C}\frac{dU}U=\ln\frac{C^2}{|\sigma|}.$$

Three saddles, divided by the torus area $4\pi^2$, give $G\approx\frac3{4\pi^2}\ln(1/|\sigma|)$, and the factor $2x/t\to2/t$ reproduces $3/(2\pi^2t)$. This argument fixes the coefficient but leaves $C$ open; the number 4 under the logarithm depends on the whole contour and comes from the elliptic integral.

## Band edge, filling and moments

At $x=3$, $F=0$, so $m=0$ and $Z_0=12$. Then $G(9)=1/(4\sqrt3\pi)$, and $\rho$ drops to zero by the step $6G(9)/t=\sqrt3/(2\pi t)$. An extremum with Hessian $\mathsf H$ encloses the ellipse area $2\pi|\sigma|/\sqrt{\det\mathsf H}$ at distance $\sigma$ in $s$, and so contributes $1/(2\pi\sqrt{\det\mathsf H})$ to $G$. At $\Gamma$, $|f|^2\approx9-2(p_1^2+p_2^2-p_1p_2)$ has $\det\mathsf H=16-4=12$, which gives $G(9)$. At K and K′, $\det\mathsf H=4-1=3$, and the two together give $G(0)=4G(9)$.

On the square $|\theta_j|<\pi$ the first two cosines of the factorised form are positive, so $|f|<1$ means $|\theta_1-\theta_2|>\pi$. These are two right triangles with legs $\pi$ and total area $\pi^2$, a quarter of the torus, so $\int_0^t\rho\,dE=\frac14$.

The moments $\int_0^{3t}\rho\,x^{2n}dE=\langle|f|^{2n}\rangle$ equal the diagonal element of $(3+T)^n$, the number of closed walks of $2n$ steps on the honeycomb. The diagonal elements of $T,T^2,T^3$ are $0$, $6$ (out and back) and $12$ (six triangles, two directions), so the moments begin $1,\ 3,\ 9+6=15,\ 27+54+12=93$. Integrating the closed form numerically returns $1,3,15,93,639$.

## Where the result changes

The derivation used the fact that $E$ depends on $\mathbf k$ through $|f|^2$ alone. On-site energies $\pm\Delta$ on the two sublattices keep this: the square of the Bloch matrix gives $E^2=\Delta^2+t^2s$, so $\rho=(2|E|/t^2)\,G((E^2-\Delta^2)/t^2)$, with a gap and steps at $|E|=\Delta$ in place of the linear zero. A second-neighbour hopping $-t_2$ adds $-t_2u$ to both diagonal elements, so $E=-t_2(s-3)\pm t\sqrt s$. Then $\rho$ is the sum of $G(s)/|dE/ds|$ over the roots $s$, still elliptic but not even in $E$. Unequal bonds $t_0,t_1,t_2'$ replace $t f$ by $t_0+t_1e^{i\theta_1}+t_2'e^{i\theta_2}$; the energies at the three M points become $|t_0-t_1+t_2'|$, $|t_0+t_1-t_2'|$ and $|t_0-t_1-t_2'|$, in general different, and the formula above does not apply. On a finite lattice $\rho$ is a sum of delta functions, and the formula describes the infinite lattice; a broadened finite-lattice spectrum should be compared with the formula broadened in the same way. Interactions lie outside the model.

## Worked example

Take the round model parameters $t=t'=0.1$ hartree $=2.7211$ eV and $d=2.5$ bohr. The many digits below serve to compare formulas within the model.

The velocity is $v=1.5\times0.1\times2.5=0.375$ a.u. and $A_c=16.238$ bohr$^2$. The cone slope $16.238/(\pi\times0.375^2)=36.755$ Ha$^{-2}$ equals $0.367553/t^2$, or $0.04964$ eV$^{-2}$. The coefficient of the logarithm is $0.151982/t=1.5198$ Ha$^{-1}=0.05585$ eV$^{-1}$, and the edge step is $0.275664/t=2.7566$ Ha$^{-1}=0.1013$ eV$^{-1}$.

At $E=0.05$ Ha $=1.3606$ eV, $x=0.5$. Then $Z_0=1.5^3\times2.5/4=2.109375$, $1-m=0.5^3\times3.5/(4\times2.109375)=0.0518519$ and $K=2.890831$, so

$$\rho=\frac{2\times0.5\times2.890831}{\pi^2\times0.1\times\sqrt{2.109375}}=2.016722\ \text{Ha}^{-1}=0.07411\ \text{eV}^{-1}.$$

The linear term is $36.7553\times0.05=1.83776$ Ha$^{-1}$, low by $8.87\%$ of the exact value. The factor $1+0.25/3$ raises it to $1.99091$, and the $5/27$ term to $2.01218$ Ha$^{-1}$; the next coefficient, from the symbolic expansion, is $31/243$. At $x=0.2$ the linear term $0.735105$ is low by $1.35\%$ of the exact $0.745131$ Ha$^{-1}$, close to $x^2/3$, and the two corrections bring it to $0.744907$ and $0.745124$.

At $E=0.2$ Ha, $x=2$, the upper branch applies: $Z_0=8$, $1-m=5/32=0.15625$, $K=2.370185$, and $\rho=4\times2.370185/(\pi^2\times0.1\times\sqrt8)=3.396234$ Ha$^{-1}$. At $x=2.9$, $\rho=2.8038$ Ha$^{-1}$, near the edge value $2.7566$.

Near the saddle energy, with densities in Ha$^{-1}$ and the error of the leading form relative to the exact value:

| $x$ | leading | improved | exact | error |
|---|---|---|---|---|
| 0.90 | 5.606424 | 5.280252 | 5.279960 | $+6.18\%$ |
| 0.99 | 9.105934 | 9.056486 | 9.056485 | $+0.55\%$ |
| 1.01 | 9.105934 | 9.155145 | 9.155146 | $-0.54\%$ |
| 1.10 | 5.606424 | 5.917589 | 5.917872 | $-5.26\%$ |

The leading entry at $|\eta|=0.01$ is $1.51982\times\ln400=9.1059$. Its error has the sign of $-\eta$ and the size $|\eta|\,[\frac12+\frac14/\ln(4/|\eta|)]$ given by the first correction. That estimate is equal and opposite on the two sides, $5.68\%$ at $|\eta|=0.1$. The tabulated errors there are unequal mainly because they are taken relative to the exact value: with $c=\eta\,[\frac12+\frac14/\ln(4/|\eta|)]$, the first correction alone gives $1/(1+c)-1=+6.02\%$ and $-5.37\%$. The small remainder comes from the terms of $\rho$ of order $\eta^2\ln|\eta|$ and higher, most of which the improved form recovers. At $x=0.99$, $E=2.6939$ eV and $\rho=0.3328$ eV$^{-1}$.

For the triangular lattice, $x=0.99$ maps to $\varepsilon=(3-0.9801)\times0.1=0.20199$ Ha, where $\rho_\triangle=9.056485/(2\times0.99)=4.57398$ Ha$^{-1}$, and $x=2$ maps to $\varepsilon=-0.1$ Ha with $3.396234/4=0.849058$ Ha$^{-1}$. At $x=0.5$, $\varepsilon=0.275$ Ha, the factor $2x$ is 1 and the two densities coincide at $2.016722$ Ha$^{-1}$. The edge steps are $1.837763$ Ha$^{-1}$ at $\varepsilon=0.3$ Ha and $0.459441$ Ha$^{-1}$ at $-0.6$ Ha, in the ratio 4 found above.

The numerical check evaluates $\rho$ independently as a line integral along the constant-energy contours and finds agreement with the closed form within a relative $10^{-8}$ at ten energies from $x=0.05$ to $2.999$; it also tests the $H^2$ relation and the walk counts on a finite lattice, broadened zone sums, the low-energy series, the Hessians and both logarithmic forms.

## Computed results

```
t = tp = 0.1 Ha = 2.7211 eV, bond d = 2.5 bohr
v = 0.3750 a.u., cell area = 16.2380 bohr^2
slope rho/|E| = 36.7553 Ha^-2 = 0.049638 eV^-2
dimensionless slope 2/(sqrt3 pi) = 0.367553
series coefficients x^2, x^4, x^6: 1/3 5/27 31/243
log coefficient = 0.151982/t = 1.51982 Ha^-1 = 0.055852 eV^-1
edge step = 0.275664/t = 2.75664 Ha^-1 = 0.101305 eV^-1
det Hess s at K, M, Gamma = 3.0000, -4.0000, 12.0000
G(s=0) = 0.183776, G(s=9) = 0.045944
states per cell per spin in 0<E<t = 0.25000000
moments <x^2n> per site, n=0..4: 1.000000 3.000000 15.000000 93.000000 639.000000
E[Ha]  x  Z0  1-m  K  rho[Ha^-1]  contour[Ha^-1]
0.020 0.20 1.209600 3.38624e-01 2.022055 0.745131 0.745131
0.050 0.50 2.109375 5.18519e-02 2.890831 2.016722 2.016722
0.090 0.90 3.600975 2.70760e-04 5.493737 5.279960 5.279960
0.099 0.99 3.960001 2.51894e-07 8.983424 9.056485 9.056485
0.101 1.01 4.040000 2.48144e-07 8.990924 9.155146 9.155146
0.110 1.10 4.400000 2.32955e-04 5.568894 5.917872 5.917872
0.200 2.00 8.000000 1.56250e-01 2.370185 3.396234 3.396234
0.290 2.90 11.600000 8.72157e-01 1.624966 2.803777 2.803777
x  linear  to x^3  to x^5  exact [Ha^-1]  linear error [%]
0.20 0.735105 0.744907 0.745124 0.745131 -1.35
0.50 1.837763 1.990910 2.012180 2.016722 -8.87
x  leading log  improved log  exact [Ha^-1]  leading error [%]
0.90 5.606424 5.280252 5.279960 6.18
0.99 9.105934 9.056486 9.056485 0.55
1.01 9.105934 9.155145 9.155146 -0.54
1.10 5.606424 5.917589 5.917872 -5.26
x  s  eps_tri[Ha]  rho_tri[Ha^-1]
0.00 0.0000 0.30000 1.837763
0.50 0.2500 0.27500 2.016722
0.99 0.9801 0.20199 4.573982
2.00 4.0000 -0.10000 0.849058
3.00 9.0000 -0.60000 0.459441
E = 1.3606 eV: rho = 0.074113 eV^-1 per cell per spin
E = 2.6939 eV: rho = 0.332820 eV^-1 per cell per spin
```
